# Static dipole polarizability of helium from radial coupled Hartree-Fock

## Problem

A helium atom in its ground state sits in a weak, static, uniform electric field \(F\) along \(z\). Take a fixed point nucleus with \(Z=2\), nonrelativistic electrons and Hartree atomic units. The induced dipole moment is \(\mu=\alpha F\) to leading order.

(a) Derive the equation for the first-order Hartree-Fock orbital, including the response of the mean field, and reduce it to a radial equation.

(b) Solve it numerically and find \(\alpha\). What happens if the response of the mean field is dropped?

(c) Find the field that the polarized electrons produce at the nucleus, and use it to check the solution.

(d) Confirm \(\alpha\) by Hartree-Fock calculations in finite fields.

(e) Compare with the polarizability from the full two-electron Schrödinger equation.

## Solution

### (a) The first-order orbital

An electron has charge \(-1\), so the field adds \(+Fz\) to its energy. Both electrons occupy one real, normalized orbital \(\phi\). With \(h=-\tfrac12\nabla^2-Z/r\), the energy is
\[
E=2\langle\phi|h+Fz|\phi\rangle+\iint\frac{\phi(\mathbf r)^2\phi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]
Subtract \(2\varepsilon(\langle\phi|\phi\rangle-1)\) and vary \(\phi\). Every term acquires a factor 4, which cancels:
\[
(h+J+Fz-\varepsilon)\phi=0,\qquad J(\mathbf r)=\int\frac{\phi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}d^3r'.
\]
Each electron feels the potential of the other one.

Write \(\phi=\phi_0+F\phi_1+\dots\). Normalization at first order gives \(\langle\phi_0|\phi_1\rangle=0\). Reversing \(F\) is equivalent to inverting space, so \(\varepsilon\) is even in \(F\) and has no linear term, while \(\phi_1\) is odd under inversion. The terms linear in \(F\) are
\[
A\phi_1+J_1\phi_0=-z\phi_0,\qquad A=h+J_0-\varepsilon_0,\qquad J_1=2\int\frac{\phi_0\phi_1}{|\mathbf r-\mathbf r'|}d^3r'. \tag{1}
\]
The factor 2 comes from the cross term in \(\phi^2\). The equation is "coupled" because \(J_1\) depends on the unknown \(\phi_1\).

Set \(\phi_0=(P_0/r)Y_{00}\) and \(\phi_1=(P_1/r)Y_{10}\), with \(Y_{00}=1/\sqrt{4\pi}\) and \(Y_{10}=\sqrt{3/4\pi}\cos\theta\). Then \(\cos\theta\,Y_{00}=Y_{10}/\sqrt3\), so the source is
\[
z\phi_0=\frac1r\,\frac{r}{\sqrt3}P_0\,Y_{10}.
\]
In the multipole expansion of \(1/|\mathbf r-\mathbf r'|\), the density \(\phi_0\phi_1\) selects the \(l=1\) term, whose prefactor is \(4\pi/3\):
\[
J_1=\frac{8\pi}{3}Y_{00}Y_{10}\,U(r),\qquad U(r)=\int_0^\infty\frac{r_<}{r_>^2}P_0(r')P_1(r')\,dr',
\]
where \(r_<\) and \(r_>\) are the smaller and larger of \(r,r'\). Since \(Y_{00}^2=1/4\pi\), \(J_1\phi_0=\tfrac23UP_0Y_{10}/r\). All terms of (1) are proportional to \(Y_{10}\), so the assumed form is consistent. With the centrifugal term \(l(l+1)/2r^2=1/r^2\),
\[
\Big[-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac Zr+V_0-\varepsilon_0\Big]P_1+\frac23UP_0=-\frac{r}{\sqrt3}P_0, \tag{2}
\]
where \(V_0(r)\) is the spherical potential \(J_0\).

The dipole moment is \(\mu=-2\langle\phi|z|\phi\rangle=-4F\langle\phi_0|z|\phi_1\rangle\) to first order. Hence
\[
\alpha=-4\langle\phi_0|z|\phi_1\rangle=-\frac4{\sqrt3}\int_0^\infty P_0\,r\,P_1\,dr. \tag{3}
\]

The solution of (1) is unique. \(A\) is positive on \(p\) functions because \(\phi_0\), the lowest state of \(h+J_0\), has zero eigenvalue. The operator \(C\chi=2\phi_0\int\phi_0\chi/|\mathbf r-\mathbf r'|\,d^3r'\), for which \(C\phi_1=J_1\phi_0\), is positive too: \(\langle\chi|C\chi\rangle\) is twice the Coulomb integral of the density \(\phi_0\chi\) with itself. Thus \(A+C\) has no zero mode among the \(p\) functions.

### (b) Numerical solution

It is convenient to replace the integral \(U\) by a differential equation. Let \(\rho=P_0P_1\), \(a(r)=\int_0^r r'\rho\,dr'\), \(b(r)=\int_r^\infty\rho/r'^2\,dr'\) and \(Y=rU=a/r+r^2b\). Since \(a'=r\rho\) and \(b'=-\rho/r^2\),
\[
Y'=-\frac a{r^2}+\rho+2rb-\rho=-\frac a{r^2}+2rb,
\]
\[
Y''=\frac{2a}{r^3}-\frac\rho r+2b-\frac{2\rho}r=\frac{2Y}{r^2}-\frac{3\rho}{r}.
\]
The boundary conditions are \(Y(0)=0\) and, outside the charge where \(Y=a/r\), \(Y'(R)=-Y(R)/R\). The same steps for \(Y_0=rV_0\) give \(Y_0''=-P_0^2/r\), with \(Y_0(0)=0\) and \(Y_0(R)=1\).

Represent each function by its values at the points \(r_j=\tfrac R2[1+\cos(\pi j/n)]\), \(j=0,\dots,n\), and differentiate the polynomial through these values. Derivatives become matrices, and integrals become weighted sums. The calculation then runs as follows.

1. Start with \(V_0=0\). Find the lowest eigenfunction \(P_0\) of \(-\tfrac12d^2/dr^2-Z/r+V_0\) that vanishes at both ends, and normalize it.
2. Solve for \(Y_0\), mix the new \(V_0=Y_0/r\) with the old one, and repeat until \(V_0\) stops changing.
3. Invert the equation for \(Y\) to get the matrix taking \(P_1\) to \(U\). Insert it in (2), solve the linear system for \(P_1\), and evaluate (3).

With \(n=80\) and \(R=25\), the orbital energy is \(\varepsilon_0=-0.917956\) and the total energy is \(-2.861680\). The coupled polarizability is
\[
\alpha_{\rm HF}=1.322\ \text{a.u.}=0.1959\ \text{Å}^3 .
\]
A different grid and box give the same 1.322234 to all printed digits.

**A solvable check.** Without electron repulsion, \(P_0=Nre^{-Zr}\) with \(N^2=4Z^3\), and \(\varepsilon_0=-Z^2/2\). The operator in (2) acts on powers as
\[
r^ne^{-Zr}\to\Big[\Big(1-\frac{n(n-1)}2\Big)r^{n-2}+Z(n-1)r^{n-1}\Big]e^{-Zr}.
\]
So \(r^2\) gives \(Zr\), and \(r^3\) gives \(-2r+2Zr^2\), each times the exponential. The required right-hand side, \(-(N/\sqrt3)r^2e^{-Zr}\), follows from
\[
P_1=-\frac{N}{\sqrt3}\Big(\frac{r^2}{Z^2}+\frac{r^3}{2Z}\Big)e^{-Zr}.
\]
Using \(\int_0^\infty r^me^{-2Zr}dr=m!/(2Z)^{m+1}\), equation (3) becomes
\[
\alpha=\frac{16Z^3}{3}\Big[\frac{24}{32Z^7}+\frac{120}{128Z^7}\Big]=\frac{9}{Z^4}=0.5625 ,
\]
which the radial program reproduces. Repulsion more than doubles this value.

**Dropping the field response.** Without \(U\), equation (2) gives \(\alpha=1.487\), which is too large compared with the coupled result. The sign follows from a variational form. With \(g=z\phi_0\), (1) gives \(\phi_1=-(A+C)^{-1}g\), so
\[
\frac\alpha4=\langle g|(A+C)^{-1}|g\rangle=\max_\chi\big[2\langle\chi|g\rangle-\langle\chi|A+C|\chi\rangle\big].
\]
The maximum is at \(\chi=(A+C)^{-1}g\), since \(A+C\) is positive. Removing the positive \(C\) raises the bracket for every \(\chi\), and hence its maximum. Physically, the displaced charge of one electron opposes the displacement of the other.

The word "uncoupled" needs care. The usual Fock operator is \(h+2J_0-K_0\), where \(K_0\chi=\phi_0\int\phi_0\chi/|\mathbf r-\mathbf r'|\,d^3r'\). It agrees with \(h+J_0\) on \(\phi_0\), but not on \(\phi_1\). With \(X=\int\phi_0\phi_1/|\mathbf r-\mathbf r'|\,d^3r'\), we have \(K_0\phi_1=X\phi_0\) and \(J_1\phi_0=2X\phi_0\), so
\[
A\phi_1+J_1\phi_0=(h+2J_0-K_0-\varepsilon_0)\phi_1+\big[3X\phi_0-J_0\phi_1\big].
\]
Dropping this bracket gives \(\alpha=0.997\), now too small. The two truncations lie on opposite sides of the coupled value; the full equation does not depend on how it is split.

The coupling can also be restored step by step, by solving \(A\phi_1^{(k+1)}=-g-C\phi_1^{(k)}\) from the frozen solution. The successive values are
\[
1.4871,\;1.2943,\;1.3272,\;1.3214,\;1.3224,\;1.3222 .
\]
They alternate for a definite reason. The \(k\)th change in \(\alpha\) is \(4(-1)^k\langle u|M^k|u\rangle\), where \(M=A^{-1/2}CA^{-1/2}\) is positive and \(u=A^{-1/2}g\).

### (c) The field at the nucleus

Write \(\partial=\partial/\partial z\). Differentiating \(A\phi_0=0\) gives
\[
A\,\partial\phi_0=-(\partial V_n+\partial J_0)\phi_0,\qquad V_n=-\frac Zr,\qquad \partial V_n=\frac{Zz}{r^3}.
\]
Now use \(\langle\partial\phi_0|A\phi_1\rangle=\langle\phi_1|A\,\partial\phi_0\rangle\). The surface term on a small sphere around the nucleus vanishes with the sphere's area, because \(\phi_1\) is proportional to \(r\) there. Inserting (1) on the left and changing all signs,
\[
\langle\partial\phi_0|z\phi_0\rangle+\langle\partial\phi_0|J_1\phi_0\rangle=\langle\phi_1|\partial V_n\phi_0\rangle+\langle\phi_1|\partial J_0\phi_0\rangle .
\]
The first term is \(\tfrac12\int z\,\partial(\phi_0^2)\,d^3r=-\tfrac12\), by partial integration. The second is
\[
\frac12\int J_1\,\partial(\phi_0^2)\,d^3r=\iint\frac{\phi_0(\mathbf r')\phi_1(\mathbf r')\,\partial(\phi_0^2)(\mathbf r)}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'=\langle\phi_1|\partial J_0\phi_0\rangle ,
\]
which cancels the last term. Therefore
\[
\Big\langle\phi_1\Big|\frac z{r^3}\Big|\phi_0\Big\rangle=-\frac1{2Z}.
\]
The induced electron density is \(\delta n=4F\phi_0\phi_1\). Its charge \(-\delta n\) at \(\mathbf r\) gives the field \(+\delta n\,\mathbf r/r^3\) at the origin, so
\[
F_{\rm ind}(0)=4F\Big\langle\phi_0\Big|\frac z{r^3}\Big|\phi_1\Big\rangle=-\frac{2F}{Z}=-F .
\]
The total field at the nucleus of the neutral atom is zero, as equilibrium requires. The coupled solution gives \(F_{\rm ind}(0)/F=-1.000000\). The frozen-\(J\) solution gives \(-1.236\), so it leaves a net force on the nucleus. The cancellation above needed \(J_1\).

An electron feels only the other electron's half of the induced potential. Since \(J_1=(2/\sqrt3)U\cos\theta\), the fraction of the applied potential \(z=r\cos\theta\) that is screened is
\[
s(r)=-\frac{2U(r)}{\sqrt3\,r}.
\]
As \(r\to0\), \(U/r\to\int\rho/r'^2dr'=-\sqrt3/(2Z)\), so \(s\to1/Z=1/2\). Far outside, \(U\to r^{-2}\int r'\rho\,dr'=-\sqrt3\alpha/(4r^2)\), so \(s\to\alpha/(2r^3)\). The computed values are 0.365, 0.211, 0.066 and 0.010 at \(r=0.5,1,2,4\) bohr. At 4 bohr the outer formula gives \(1.322/128=0.0103\), in agreement.

### (d) Finite fields

The Hartree-Fock energy is stationary with respect to \(\phi\), so only the explicit field dependence contributes to \(dE/dF=2\langle\phi|z|\phi\rangle=-\mu\). With \(E\) even in \(F\),
\[
E=E_0-\frac{\alpha F^2}2-\frac{\gamma F^4}{24}-\dots,\qquad \mu=\alpha F+\frac{\gamma F^3}6+\dots
\]
Here \(\gamma\) measures the leading nonlinear response. Both \(\mu/F\) and \(-2(E-E_0)/F^2\) tend to \(\alpha\), with errors of order \(F^2\).

For an independent calculation, the orbital is expanded in \(s\), \(p\) and \(d\) Gaussians, and the matrix of \(h+Fz+2J-K\) is diagonalized repeatedly until self-consistent. No radial equation or linearization enters. The results, in atomic units, are:

| \(F\) | \(\mu/F\) | \(-2(E-E_0)/F^2\) |
|---|---|---|
| 0.01 | 1.322859 | 1.322558 |
| 0.02 | 1.324670 | 1.323462 |

Doubling \(F\) multiplies the leading error by four, so four times the first row minus the second, divided by three, removes it:
\[
\frac{4(1.322859)-1.324670}{3}=1.322255,\qquad
\frac{4(1.322558)-1.323462}{3}=1.322257 .
\]
Both agree with the radial value to about \(2\times10^{-5}\) a.u. That difference is of the size of the basis error: a larger basis, with more \(s\) functions and added \(f\) functions, lowers every entry of the table and both extrapolated values by 2 to \(3\times10^{-5}\) a.u. The fifth and sixth decimals therefore belong to this basis and are kept only for the extrapolation. The dipole column rises by 0.00181 and the energy column by 0.00090; the ratio of two is that of \(\gamma/6\) to \(\gamma/12\).

The field must stay weak. Since \(Fz\) falls without limit as \(z\to-\infty\), an electron can in principle tunnel out. The localized Gaussian basis follows the atomic state and does not describe this escape.

### (e) The full two-electron problem

Let \(H\) be the field-free two-electron Hamiltonian, including \(1/r_{12}\), with ground state \(\Psi_0\) and energy \(E_0\), and let \(D=z_1+z_2\). First-order perturbation theory gives
\[
(H-E_0)\Psi_1=-D\Psi_0,\qquad \alpha=-2\langle\Psi_0|D|\Psi_1\rangle .
\]
Expand \(\Psi_1=\sum_nc_n\Phi_n\), and define \(b_n=\langle\Phi_n|D\Psi_0\rangle\), \(H_{mn}=\langle\Phi_m|H|\Phi_n\rangle\) and \(S_{mn}=\langle\Phi_m|\Phi_n\rangle\). Projection gives \((\mathbf H-E_0\mathbf S)\mathbf c=-\mathbf b\), hence
\[
\alpha=2\,\mathbf b^T(\mathbf H-E_0\mathbf S)^{-1}\mathbf b .
\]
To include correlation, use functions that depend explicitly on \(r_{12}\):
\[
f=r_1^ir_2^jr_{12}^ke^{-a(r_1+r_2)},\qquad \Phi=z_1f(r_1,r_2,r_{12})+z_2f(r_2,r_1,r_{12}).
\]
The ground state uses \(f(r_1,r_2,r_{12})+f(r_2,r_1,r_{12})\). Both forms are symmetric under exchange, as the singlet spin state requires. The kinetic matrix elements are \(\tfrac12\int(\nabla_1\Phi\cdot\nabla_1\Phi'+\nabla_2\Phi\cdot\nabla_2\Phi')\).

After averaging over rotations, the volume element is proportional to \(r_1r_2r_{12}\,dr_1dr_2dr_{12}\). The substitution \(r_1=(y+q)/2\), \(r_2=(x+q)/2\), \(r_{12}=(x+y)/2\) builds in the triangle inequalities and lets \(x,y,q\) run independently from 0 to \(\infty\). The integrands become polynomials times exponentials, which Gauss-Laguerre quadrature handles.

With \(a=1.8\) and \(i+j+k\le4\), the result is \(\alpha=1.3837\); with \(i+j+k\le5\), it is 1.3831, at energy \(-2.90372\). The two results differ by 0.0006 and round to 1.384 and 1.383, so the third decimal is uncertain by about one unit. With that uncertainty, the larger basis gives the nonrelativistic, fixed-nucleus value
\[
\alpha=1.383\ \text{a.u.}=0.205\ \text{Å}^3 .
\]
Relativity and nuclear motion are left out.

Coupled Hartree-Fock therefore falls short by
\[
1.383-1.322=0.061\ \text{a.u.},
\]
or 4.4% of the correlated value, with the same uncertainty of about 0.001 a.u. in the difference. The radial, finite-field and nuclear-field checks show that this is not an error in solving the Hartree-Fock equations. It is the effect of electron correlation, which a single doubly occupied orbital cannot represent. The numerical check below gives the computed values.

## Table of computed values

```
nuclear charge Z = 2
radial grid: 80 intervals, box radius = 25.0 bohr
orbital energy = -0.917956 hartree
Hartree-Fock energy = -2.861680 hartree
alpha without repulsion, radial = 0.562500 a.u.
alpha without repulsion, correlated code = 0.562500 a.u.
alpha uncoupled, frozen J = 1.48707 a.u.
alpha uncoupled, Fock operator 2J-K = 0.99724 a.u.
same from Gaussian sum over states = 0.99725 a.u.
alpha after coupling iteration 1 = 1.294261 a.u.
alpha after coupling iteration 2 = 1.327181 a.u.
alpha after coupling iteration 3 = 1.321353 a.u.
alpha after coupling iteration 4 = 1.322391 a.u.
alpha after coupling iteration 5 = 1.322206 a.u.
alpha coupled Hartree-Fock = 1.322234 a.u.
alpha on second grid and box = 1.322234 a.u.
induced/applied field at nucleus, coupled = -1.000000
induced/applied field at nucleus, frozen J = -1.236365
screened fraction of applied potential, r=0.5 bohr: 0.3646
screened fraction of applied potential, r=1.0 bohr: 0.2112
screened fraction of applied potential, r=2.0 bohr: 0.0657
screened fraction of applied potential, r=4.0 bohr: 0.0103
Gaussian Hartree-Fock energy = -2.861674 hartree
F = 0.01 a.u.: mu/F = 1.322859, -2 dE/F^2 = 1.322558 a.u.
F = 0.02 a.u.: mu/F = 1.324670, -2 dE/F^2 = 1.323462 a.u.
finite-field alpha from dipole, F->0 = 1.32225 a.u.
finite-field alpha from energy, F->0 = 1.32226 a.u.
correlated degree 4: 22 S and 35 P functions
  energy = -2.903701 hartree, alpha = 1.38374 a.u.
correlated degree 5: 34 S and 56 P functions
  energy = -2.903716 hartree, alpha = 1.38311 a.u.
correlation contribution to alpha = 0.0609 a.u.
relative deficit of coupled HF = 4.40 percent
alpha coupled HF = 0.1959 cubic angstrom
alpha correlated = 0.2050 cubic angstrom
```
